# Resistance of a Circular Transmission-Line Contact Structure: verification in Python

```python
"""
Circular transmission-line structure: disc (r<a), bare gap (a<r<b), outer
metal contact (b<r<c), on a thin conducting layer. Result under test:
  R = Rsh/(2 pi) ln(b/a) + Rsk L/(2 pi a) I0(a/L)/I1(a/L)
      + Rsk L/(2 pi b) K0(b/L)/K1(b/L),    L = sqrt(rho_c/Rsk),  c-b >> L,
and its form for a finite outer contact.
Rsh, Rsk: sheet resistance in the gap and under metal (ohm per square);
rho_c: specific contact resistivity. Lengths in um, rho_c in ohm um^2.
The independent side is a resistor network built from local conduction laws.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, least_squares
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import ive, kve

TWO_PI = 2 * np.pi
TO_CM2 = 1e-8          # ohm um^2 -> ohm cm^2


def disc_term(a, rsk, rho):
    length = np.sqrt(rho / rsk)
    x = a / length
    return rsk * length / (TWO_PI * a) * ive(0, x) / ive(1, x)


def outer_term(b, rsk, rho, c=np.inf):
    length = np.sqrt(rho / rsk)
    x = b / length
    if np.isinf(c):
        ratio = kve(0, x) / kve(1, x)
    else:
        y = c / length
        q = np.exp(-2 * (y - x))      # restores the scaling of ive and kve
        ratio = ((kve(0, x) * ive(1, y) + q * ive(0, x) * kve(1, y))
                 / (kve(1, x) * ive(1, y) - q * ive(1, x) * kve(1, y)))
    return rsk * length / (TWO_PI * b) * ratio


def gap_term(a, b, rsh):
    return rsh / TWO_PI * np.log(b / a)


def total(a, b, rsh, rsk, rho):
    return gap_term(a, b, rsh) + disc_term(a, rsk, rho) + outer_term(b, rsk, rho)


def solve_network(i, j, g, fixed, value):
    """Node potentials of a resistor network with some potentials fixed."""
    n = len(value)
    matrix = coo_matrix((np.concatenate([g, g, -g, -g]),
                         (np.concatenate([i, j, i, j]),
                          np.concatenate([i, j, j, i]))), shape=(n, n)).tocsr()
    free, pinned = np.flatnonzero(~fixed), np.flatnonzero(fixed)
    v = value.astype(float).copy()
    rows = matrix[free]
    v[free] = spsolve(rows[:, free].tocsc(), -(rows[:, pinned] @ v[pinned]))
    return v


def ring_network(a, b, c, rsh, rsk, rho, h, metal=None, side=0.0):
    """Disc, gap and outer resistances from finite volumes.
    metal = (metal sheet resistance, disc probe radius, outer probe radius);
    None means equipotential metals. side = height of conducting sidewall."""
    na, ng, nc = [max(4, int(round(s / h))) for s in (a, b - a, c - b)]
    nb = na + ng
    edge = np.concatenate([np.linspace(0, a, na + 1),
                           np.linspace(a, b, ng + 1)[1:],
                           np.linspace(b, c, nc + 1)[1:]])
    mid, width, face = (edge[1:] + edge[:-1]) / 2, np.diff(edge), edge[1:-1]
    n = len(mid)
    index = np.arange(n)
    under = (index < na) | (index >= nb)
    sheet = np.where(under, rsk, rsh)
    g_layer = TWO_PI * face / (0.5 * (sheet * width)[:-1]
                               + 0.5 * (sheet * width)[1:])
    shunt = under * np.pi * np.diff(edge**2) / rho
    shunt[na - 1] += TWO_PI * a * side / rho
    shunt[nb] += TWO_PI * b * side / rho
    i, j = [index[:-1], index], [index[1:], index + n]
    g = [g_layer, shunt]
    fixed = np.concatenate([np.zeros(n, bool), np.ones(n, bool)])
    value = np.concatenate([np.zeros(n), (index < na).astype(float)])
    if metal is not None:
        r_metal, disc_probe, outer_probe = metal
        joined = under[:-1] & under[1:]
        i.append(index[:-1] + n)
        j.append(index[1:] + n)
        g.append(joined * TWO_PI * face / (r_metal * 0.5 * (width[:-1] + width[1:])))
        fixed[n:] = (mid < disc_probe) | (mid > outer_probe) | ~under
    v = solve_network(np.concatenate(i), np.concatenate(j),
                      np.concatenate(g), fixed, value)
    current = g_layer[na] * (v[na] - v[na + 1])
    half = current * rsh * width[na] / 2 / TWO_PI
    v_a, v_b = v[na] + half / a, v[nb - 1] - half / b
    return np.array([1 - v_a, v_a - v_b, v_b]) / current


# ---- example parameters (rough regime of silicide on heavily doped Si) ----
a, b, c = 20.0, 30.0, 100.0
rsh, rho = 100.0, 600.0
t_gap, consumed = 0.150, 0.050
t_under = t_gap - consumed
rsk = rsh * t_gap / t_under
L = np.sqrt(rho / rsk)

# ---- the three terms against the network, in three regimes ----
worst = 0.0
for aa, bb, cc, h in [(a, b, c, 0.02), (1.0, 2.0, 4.0, 0.005),
                      (5.0, 8.0, 11.0, 0.01)]:
    numeric = ring_network(aa, bb, cc, rsh, rsk, rho, h)
    formula = np.array([disc_term(aa, rsk, rho), gap_term(aa, bb, rsh),
                        outer_term(bb, rsk, rho, cc)])
    worst = max(worst, np.max(np.abs(numeric / formula - 1)))
    if aa == a:
        network_total = numeric.sum()
assert worst < 2e-4          # second-order mesh error

# ---- large-radius expansion: the remainder must fall as x^-3 ----
def remainder(x, sign):
    ratio = ive(0, x) / ive(1, x) if sign > 0 else kve(0, x) / kve(1, x)
    return ratio - (1 + sign / (2 * x) + 3 / (8 * x**2))

for sign in (1, -1):
    assert abs(remainder(40.0, sign) / remainder(80.0, sign) - 8) < 0.3

# ---- small-disc limit: uniform injection plus Rsk/(8 pi) ----
a_small = 0.1 * L
spread = disc_term(a_small, rsk, rho) - rho / (np.pi * a_small**2)
assert abs(spread / (rsk / (8 * np.pi)) - 1) < 1e-3

# ---- one-sheet fit of data that really have two sheet resistances ----
gaps = np.array([5.0, 10.0, 20.0, 30.0, 40.0])

def one_sheet_fit(radius):
    data = np.array([ring_network(radius, radius + d, radius + 80, rsh, rsk,
                                  rho, 0.05).sum() for d in gaps])
    def misfit(p):
        s, r = np.exp(p)
        return np.array([total(radius, radius + d, s, s, r) for d in gaps]) / data - 1
    fit = least_squares(misfit, np.log([rsh, rho]), xtol=1e-13, ftol=1e-13, gtol=1e-13)
    return np.exp(fit.x)

fit_sheet, fit_rho = one_sheet_fit(a)
wide_sheet, wide_rho = one_sheet_fit(200.0)
assert abs(wide_rho / rho / (rsk / rsh) - 1) < 0.02
assert fit_rho / rho > 1.3

# ---- neglected effects ----
R_disc, R_gap, R_outer = disc_term(a, rsk, rho), gap_term(a, b, rsh), outer_term(b, rsk, rho)
R = R_disc + R_gap + R_outer

def apparent_rho(resistance):
    """Contact resistivity read from R with the ideal formula, sheets known."""
    return brentq(lambda r: total(a, b, rsh, rsk, r) - resistance, 1.0, 1e5)

# finite metal sheet resistance; mesh error cancels in the difference
cap, bare, disc_probe, outer_probe = 0.1, 3.0, 5.0, 50.0
d_cap, d_bare = [ring_network(a, b, c, rsh, rsk, rho, 0.02,
                              (m, disc_probe, outer_probe)).sum() - network_total
                 for m in (cap, bare)]
assert 0 < d_cap < d_bare

# silicide sidewall, in parallel with each contact term
d_side = ring_network(a, b, c, rsh, rsk, rho, 0.02, side=consumed).sum() - network_total
parallel = (1 / (1 / R_disc + TWO_PI * a * consumed / rho)
            + 1 / (1 / R_outer + TWO_PI * b * consumed / rho))
assert abs(d_side / (parallel - R_disc - R_outer) - 1) < 0.03

# constriction at the step in layer thickness, in squares of the resistivity
def step_squares(m):
    thick, thin = int(round(t_gap / consumed)) * m, int(round(t_under / consumed)) * m
    half = 3 * thick
    node = np.arange(thick * 2 * half).reshape(thick, 2 * half)
    present = np.ones(node.shape, bool)
    present[thin:, half:] = False
    right = present[:, :-1] & present[:, 1:]
    up = present[:-1] & present[1:]
    i = np.concatenate([node[:, :-1][right], node[:-1][up]])
    j = np.concatenate([node[:, 1:][right], node[1:][up]])
    fixed = ~present
    fixed[:, [0, -1]] = True
    value = np.zeros(node.shape)
    value[:, 0] = 1
    v = solve_network(i, j, np.ones(len(i)), fixed.ravel(), value.ravel())
    v = v.reshape(node.shape)
    return 1 / np.sum(v[:, 0] - v[:, 1]) - (half - 0.5) * (1 / thick + 1 / thin)

coarse, squares = step_squares(8), step_squares(16)
assert squares > 0 and abs(coarse / squares - 1) < 0.15   # corner singularity
d_step = rsh * t_gap * squares / TWO_PI * (1 / a + 1 / b)

# each metal edge retreats by a small distance
retreat = 0.1
d_edge = total(a - retreat, b + retreat, rsh, rsk, rho) - R

# vertical resistance: mode series for uniform side injection under the disc
ratio2 = (t_under / L)**2
R_thick = 0.0
for n in range(20):
    k = brentq(lambda z: z * np.sin(z) - ratio2 * np.cos(z),
               n * np.pi, (n + 0.5) * np.pi, xtol=1e-14)
    overlap = (np.sin(k) / k)**2 / (0.5 + np.sin(2 * k) / (4 * k))
    x = k * a / t_under
    R_thick += rsk * t_under / (TWO_PI * a * k) * overlap * ive(0, x) / ive(1, x)
R_shifted = disc_term(a, rsk, rho + rsk * t_under**2 / 3)
assert abs(R_thick / R_shifted - 1) < 1e-5 < R_thick / R_disc - 1

# linearity of the interface
current, temperature = 1e-3, 300.0
edge_mV = 1e3 * current * R_disc
thermal_mV = 1e3 * constants.k * temperature / constants.e
assert edge_mV < 0.2 * thermal_mV

# ---- output ----
print(f"Disc radius a = {a:.0f} um; gap outer radius b = {b:.0f} um; c = {c:.0f} um")
print(f"Layer thickness: gap {1e3*t_gap:.0f} nm, under silicide {1e3*t_under:.0f} nm")
print(f"Sheet resistance: gap {rsh:.0f}, under metal {rsk:.0f} ohm/square")
print(f"Contact resistivity rho_c = {rho*TO_CM2:.2e} ohm cm2")
print(f"Transfer length L = {L:.3f} um; a/L = {a/L:.2f}; b/L = {b/L:.2f}")
print(f"Bessel ratio I0/I1 at a/L = {ive(0,a/L)/ive(1,a/L):.5f}")
print(f"Bessel ratio K0/K1 at b/L = {kve(0,b/L)/kve(1,b/L):.5f}")
print(f"Gap term = {R_gap:.4f} ohm")
print(f"Disc term = {R_disc:.4f} ohm")
print(f"Outer term = {R_outer:.4f} ohm")
print(f"Total resistance, formula = {R:.4f} ohm")
print(f"Total resistance, network = {network_total:.4f} ohm")
print(f"Largest relative error of any term, three cases = {worst:.1e}")
lead = rsk * L / TWO_PI * (1 / a + 1 / b)
second = rsk * L**2 / (2 * TWO_PI) * (1 / a**2 - 1 / b**2)
print(f"Contact sum, Bessel = {R_disc+R_outer:.4f} ohm")
print(f"Contact sum, leading large-radius term = {lead:.4f} ohm")
print(f"Contact sum, two large-radius terms = {lead+second:.4f} ohm")
print(f"Small-disc constant Rsk/(8 pi) = {rsk/(8*np.pi):.4f} ohm")
for m in (1, 2, 3):
    excess = outer_term(b, rsk, rho, b + m * L) / R_outer - 1
    print(f"Outer-term excess for ring width {m} L = {100*excess:.2f} %")
print("Gaps in fit (um): " + ", ".join(f"{d:.0f}" for d in gaps))
print(f"One-sheet fit, a = {a:.0f} um: sheet = {fit_sheet:.2f} ohm/square")
print(f"One-sheet fit, a = {a:.0f} um: rho_c = {fit_rho*TO_CM2:.3e} ohm cm2")
print(f"Fitted/true rho_c, a = {a:.0f} um: {fit_rho/rho:.3f}")
print(f"Fitted/true rho_c, a = 200 um: {wide_rho/rho:.3f}; Rsk/Rsh = {rsk/rsh:.3f}")
print(f"Probe radii: disc {disc_probe:.0f} um, outer {outer_probe:.0f} um")
print("Neglected effects: change of R; rho_c then inferred")
for label, change in [(f"metal cap {cap:.1f} ohm/square", d_cap),
                      (f"bare silicide {bare:.1f} ohm/square", d_bare),
                      (f"sidewall {1e3*consumed:.0f} nm", d_side),
                      ("thickness-step constriction", d_step),
                      (f"edge retreat {retreat:.1f} um", d_edge)]:
    print(f"  {label}: {change:+.4f} ohm; {apparent_rho(R+change)*TO_CM2:.2e} ohm cm2")
print(f"Step constriction = {squares:.2f} squares (coarser mesh {coarse:.2f})")
print(f"Vertical resistance: disc term {100*(R_thick/R_disc-1):+.3f} %")
print(f"Test current = {1e3*current:.1f} mA; temperature = {temperature:.0f} K")
print(f"Disc-edge interface voltage = {edge_mV:.2f} mV; kT/q = {thermal_mV:.2f} mV")
print("ALL CHECKS PASSED")
```

Printed output:

```
Disc radius a = 20 um; gap outer radius b = 30 um; c = 100 um
Layer thickness: gap 150 nm, under silicide 100 nm
Sheet resistance: gap 100, under metal 150 ohm/square
Contact resistivity rho_c = 6.00e-06 ohm cm2
Transfer length L = 2.000 um; a/L = 10.00; b/L = 15.00
Bessel ratio I0/I1 at a/L = 1.05419
Bessel ratio K0/K1 at b/L = 0.96823
Gap term = 6.4532 ohm
Disc term = 2.5167 ohm
Outer term = 1.5410 ohm
Total resistance, formula = 10.5108 ohm
Total resistance, network = 10.5109 ohm
Largest relative error of any term, three cases = 1.3e-05
Contact sum, Bessel = 4.0577 ohm
Contact sum, leading large-radius term = 3.9789 ohm
Contact sum, two large-radius terms = 4.0452 ohm
Small-disc constant Rsk/(8 pi) = 5.9683 ohm
Outer-term excess for ring width 1 L = 32.27 %
Outer-term excess for ring width 2 L = 3.84 %
Outer-term excess for ring width 3 L = 0.51 %
Gaps in fit (um): 5, 10, 20, 30, 40
One-sheet fit, a = 20 um: sheet = 99.73 ohm/square
One-sheet fit, a = 20 um: rho_c = 8.895e-06 ohm cm2
Fitted/true rho_c, a = 20 um: 1.483
Fitted/true rho_c, a = 200 um: 1.500; Rsk/Rsh = 1.500
Probe radii: disc 5 um, outer 50 um
Neglected effects: change of R; rho_c then inferred
  metal cap 0.1 ohm/square: +0.0261 ohm; 6.08e-06 ohm cm2
  bare silicide 3.0 ohm/square: +0.7716 ohm; 8.43e-06 ohm cm2
  sidewall 50 nm: -0.1001 ohm; 5.71e-06 ohm cm2
  thickness-step constriction: +0.0224 ohm; 6.07e-06 ohm cm2
  edge retreat 0.1 um: +0.1411 ohm; 6.41e-06 ohm cm2
Step constriction = 0.11 squares (coarser mesh 0.11)
Vertical resistance: disc term +0.044 %
Test current = 1.0 mA; temperature = 300 K
Disc-edge interface voltage = 2.52 mV; kT/q = 25.85 mV
ALL CHECKS PASSED
```
